\section*{Gaunt energy of helium in one kinetically balanced Gaussian}

\section{Problem}

Both electrons of a helium atom occupy one Kramers pair of four-component spinors. The large components are $g\chi_1$ and $g\chi_2$, where $\chi_1,\chi_2$ are the spin-up and spin-down spinors along $z$, and
\begin{equation}
g(r)=\left(\frac{2a}{\pi}\right)^{3/4}e^{-ar^2},\qquad \int g^2\,d^3r=1 .
\end{equation}
The small components follow from restricted kinetic balance: they are $(\boldsymbol\sigma\cdot\mathbf p)\,g\chi_i/(2c)$. Hartree atomic units are used throughout, so $c=1/\alpha$, with $\alpha$ the fine-structure constant. The Dirac matrices are written $\boldsymbol\alpha_1,\boldsymbol\alpha_2$, with the electron as index. The Gaunt interaction is
\begin{equation}
V=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}} .
\end{equation}

\begin{enumerate}
\item Find the norm of the spinors and the transition currents $\psi_i^\dagger\boldsymbol\alpha\psi_j$.
\item Calculate analytically the expectation value $E_G$ of $V$ in the normalized two-electron determinant.
\item Compare $E_G$ with $2\pi\alpha^2$ times the coalescence density $\langle\delta(\mathbf r_{12})\rangle$. State for which coalescence density the two agree, and how closely.
\item Choose $a$ by minimizing the nonrelativistic energy and evaluate $E_G$. Judge the result against a Hartree--Fock orbital.
\end{enumerate}

\section{Solution}

\subsection{Spinors and norm}

With $\mathbf p=-i\nabla$ and $\nabla g=-2a\mathbf r\,g$, the small component is
\begin{equation}
S_i=-\frac{i}{2c}(\boldsymbol\sigma\cdot\nabla g)\chi_i
=\frac{ia}{c}(\boldsymbol\sigma\cdot\mathbf r)\,g\chi_i .
\end{equation}
It is built from $p$ Gaussians with the same exponent $a$. Since $(\boldsymbol\sigma\cdot\mathbf r)^2=r^2$, its squared norm is $(a^2/c^2)\int r^2g^2\,d^3r$. The density $g^2\propto e^{-2ar^2}$ has variance $1/(4a)$ along each axis, so $\int r^2g^2\,d^3r=3/(4a)$. The squared norm of the whole spinor is therefore
\begin{equation}
N=1+\frac{3a}{4c^2}=1+\frac{3}{4}a\alpha^2 .
\label{norm}
\end{equation}
Equivalently, $N=1+\langle p^2\rangle/(4c^2)$, because $\langle p^2\rangle=\int|\nabla g|^2d^3r=4a^2\cdot 3/(4a)=3a$. The normalized spinors are $\psi_i=N^{-1/2}(g\chi_i,\,S_i)$. The two are orthogonal, since $\chi_1^\dagger\chi_2=0$ and $(\boldsymbol\sigma\cdot\mathbf r)^2$ does not act on spin.

\subsection{Transition currents}

The matrices $\boldsymbol\alpha$ couple large to small components through $\boldsymbol\sigma$. Define $\mathbf j_{ij}=\psi_i^\dagger\boldsymbol\alpha\psi_j$; the electric current density carries a further factor of charge times $c$. With summation over repeated Cartesian indices $k,l,m$,
\begin{align}
(\mathbf j_{ij})_k
&=\frac1N\left[g\chi_i^\dagger\sigma_kS_j+S_i^\dagger\sigma_k\,g\chi_j\right]\notag\\
&=-\frac{i}{2cN}\,g\,\partial_lg\;\chi_i^\dagger(\sigma_k\sigma_l-\sigma_l\sigma_k)\chi_j .
\end{align}
The minus sign inside the bracket comes from the complex conjugation of $-i$ in $S_i^\dagger$. It removes the symmetric part $\delta_{kl}$ of $\sigma_k\sigma_l$, which would be the convection current; a real orbital carries none. The commutator is $2i\epsilon_{klm}\sigma_m$. Writing $\rho=g^2$, so that $g\,\partial_lg=\tfrac12\partial_l\rho$, and $\mathbf s_{ij}=\chi_i^\dagger\boldsymbol\sigma\chi_j$, we obtain
\begin{equation}
\mathbf j_{ij}=\frac{1}{2cN}\,\nabla\rho\times\mathbf s_{ij}
=\frac{1}{2cN}\,\nabla\times(\rho\,\mathbf s_{ij}) .
\label{current}
\end{equation}
The current is that of a spin magnetization. The spin vectors are
\begin{equation}
\mathbf s_{11}=(0,0,1)=-\mathbf s_{22},\qquad
\mathbf s_{12}=(1,-i,0),\qquad \mathbf s_{21}=(1,i,0).
\label{spins}
\end{equation}

\subsection{Energy of the determinant}

For the determinant $[\psi_1(1)\psi_2(2)-\psi_2(1)\psi_1(2)]/\sqrt2$ the expectation value is $\langle12|V|12\rangle-\langle12|V|21\rangle$. In this notation the first label on each side belongs to electron 1. The minus sign of $V$ then gives
\begin{equation}
E_G=-\iint\frac{\mathbf j_{11}(1)\cdot\mathbf j_{22}(2)}{r_{12}}
+\iint\frac{\mathbf j_{12}(1)\cdot\mathbf j_{21}(2)}{r_{12}} ,
\label{direxch}
\end{equation}
where the integrals run over $d^3r_1\,d^3r_2$. The first term is the direct part, the second the exchange part.

Both need the integral
\begin{equation}
K_{kl}=\iint\frac{\partial_k\rho(1)\,\partial_l\rho(2)}{r_{12}} .
\end{equation}
Because $\rho$ is spherical, $K_{kl}=K\delta_{kl}$, and the trace gives $3K$. Integrating the trace by parts once in each electron produces two minus signs, which cancel, and the boundary terms vanish with $\rho$:
\begin{align}
3K&=\iint\rho(1)\rho(2)\,\nabla_1\cdot\nabla_2\frac1{r_{12}}
=-\iint\rho(1)\rho(2)\,\nabla_1^2\frac1{r_{12}}\notag\\
&=4\pi\int\rho^2\,d^3r .
\end{align}
Here $\nabla_2=-\nabla_1$ when acting on a function of $\mathbf r_1-\mathbf r_2$, and $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$. With $I=\int\rho^2d^3r$, this means $K=4\pi I/3$.

In a Gaussian program $K$ appears as a repulsion integral over $s$ and $p$ functions. The normalized function $p_x$ equals $2\sqrt a\,x\,g$, so $\partial_x\rho=-4ax\,g^2=-2\sqrt a\,g\,p_x$. Hence $K=4a\,(s\,p_x|s\,p_x)$, where each side of the bar holds the functions of one electron.

For two constant vectors $\mathbf s$ and $\mathbf t$, the vector identity
\begin{equation}
(\nabla\rho_1\times\mathbf s)\cdot(\nabla\rho_2\times\mathbf t)
=(\nabla\rho_1\cdot\nabla\rho_2)(\mathbf s\cdot\mathbf t)
-(\nabla\rho_1\cdot\mathbf t)(\mathbf s\cdot\nabla\rho_2)
\end{equation}
integrates, with weight $1/r_{12}$, to $(3K-K)\,\mathbf s\cdot\mathbf t=2K\,\mathbf s\cdot\mathbf t$. No complex conjugation is implied in these dot products. Including the prefactors of the two currents,
\begin{equation}
\iint\frac{\mathbf j_{ij}(1)\cdot\mathbf j_{kl}(2)}{r_{12}}
=\frac{2K}{4c^2N^2}\,\mathbf s_{ij}\cdot\mathbf s_{kl}
=\frac{2\pi\alpha^2I}{3N^2}\,\mathbf s_{ij}\cdot\mathbf s_{kl} ,
\label{master}
\end{equation}
where $i,j,k,l$ now label spinors. From \eqref{spins}, $\mathbf s_{11}\cdot\mathbf s_{22}=-1$ and $\mathbf s_{12}\cdot\mathbf s_{21}=1+(-i)(i)=2$. Therefore
\begin{equation}
E_{\rm direct}=\frac{2\pi}{3}\frac{\alpha^2I}{N^2},\qquad
E_{\rm exchange}=\frac{4\pi}{3}\frac{\alpha^2I}{N^2},\qquad
E_G=\frac{2\pi\alpha^2I}{N^2}.
\label{parts}
\end{equation}

The remaining integral is Gaussian:
\begin{equation}
I=\left(\frac{2a}{\pi}\right)^3\int e^{-4ar^2}d^3r
=\left(\frac{2a}{\pi}\right)^3\left(\frac{\pi}{4a}\right)^{3/2}
=\left(\frac a\pi\right)^{3/2}.
\label{contact}
\end{equation}
The Gaunt energy is thus
\begin{equation}
\boxed{E_G=\frac{2\pi\alpha^2(a/\pi)^{3/2}}{(1+\frac34a\alpha^2)^2}
=\frac{2\alpha^2a^{3/2}}{\sqrt\pi\,(1+\frac34a\alpha^2)^2}}
\label{result}
\end{equation}

The split in \eqref{parts} depends on bookkeeping. One may equally sum over all pairs, $\tfrac12\sum_{ij}(\langle ij|V|ij\rangle-\langle ij|V|ji\rangle)$, including $i=j$, where the two terms cancel. In that sum the direct part is zero, because $\mathbf s_{11}+\mathbf s_{22}=0$. The exchange part contains $\tfrac12(1+1+2+2)=3$ units of $2\pi\alpha^2I/(3N^2)$, which is again $E_G$. Dropping the direct term is correct if the self terms are kept in the exchange sum; dropping it from \eqref{direxch} would lose a third of the energy.

\subsection{Which coalescence density?}

The nonrelativistic state is $g(1)g(2)$ times the spin singlet. Its coalescence density is $\int g^4\,d^3r=I=(a/\pi)^{3/2}$. Thus
\begin{equation}
\frac{E_G}{2\pi\alpha^2I}=\frac1{N^2}
=1-\frac32a\alpha^2+O(a^2\alpha^4),
\end{equation}
and the match with the nonrelativistic density holds to leading order in $a\alpha^2$. It becomes an identity if one takes the contribution of the large components alone in the normalized determinant, since that contribution is $I/N^2$.

The leading term has a direct meaning. In \eqref{master}, $\mathbf s_{ij}\cdot\mathbf s_{kl}$ is the matrix element of $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$ between the two-component spinors, and $I$ is the expectation value of $\delta(\mathbf r_{12})$ in $g(1)g(2)$. With $N\to1$ and the minus sign of $V$, the matrix elements of $V$ between these states are those of $-(2\pi/3)\alpha^2\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\delta(\mathbf r_{12})$. Since $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=4\,\mathbf S_1\cdot\mathbf S_2$, the leading term is the expectation value of the contact interaction $-(8\pi/3)\alpha^2\,\mathbf S_1\cdot\mathbf S_2\,\delta(\mathbf r_{12})$ between the electron spins $\mathbf S=\boldsymbol\sigma/2$. In a singlet $\langle\mathbf S_1\cdot\mathbf S_2\rangle=-3/4$, which gives $+2\pi\alpha^2I$. The energy is positive because $\langle\mathbf S_1\cdot\mathbf S_2\rangle$ is negative in the singlet. Opposite spin projections alone do not make a singlet: the triplet with $M_S=0$ has them too, with $\langle\mathbf S_1\cdot\mathbf S_2\rangle=+1/4$. A triplet needs two different orbitals and an antisymmetric spatial function, so its coalescence density is zero and its contact term vanishes rather than changing sign.

The full four-component coalescence density also counts the small components. Put $n_{ij}=\psi_i^\dagger\psi_j$. The determinant gives $\int(n_{11}n_{22}-|n_{12}|^2)\,d^3r$. Here $n_{12}=0$ at every point, because both of its terms are proportional to $\chi_1^\dagger\chi_2$, while $n_{11}=n_{22}=(\rho/N)(1+a^2\alpha^2r^2)$. The weight $\rho^2\propto e^{-4ar^2}$ has variance $1/(8a)$ along each axis, so its moments are $\langle r^2\rangle=3/(8a)$ and $\langle r^4\rangle=15/(64a^2)$. With $x=a\alpha^2$,
\begin{align}
\langle\delta(\mathbf r_{12})\rangle_4
&=\frac{I}{N^2}\left[1+2a^2\alpha^2\frac{3}{8a}+a^4\alpha^4\frac{15}{64a^2}\right]\notag\\
&=\frac{I}{N^2}\left[1+\frac34x+\frac{15}{64}x^2\right].
\end{align}
Here too $E_G$ agrees with $2\pi\alpha^2\langle\delta(\mathbf r_{12})\rangle_4$ to leading order only. The ratios below were calculated from explicit spinors and two-electron integrals:
\begin{center}
\begin{tabular}{cccc}
$a$ (bohr$^{-2}$) & $a\alpha^2$ & $E_G/(2\pi\alpha^2I)$ & $E_G/(2\pi\alpha^2\langle\delta\rangle_4)$\\
0.767 & $4.08\times10^{-5}$ & 0.99994 & 0.99997\\
50 & $2.66\times10^{-3}$ & 0.99602 & 0.99801\\
2000 & $1.07\times10^{-1}$ & 0.85753 & 0.92376
\end{tabular}
\end{center}
For a diffuse orbital the distinction is negligible; for a steep one it is not.

\subsection{Conditions on the result}

Formula \eqref{result} is the expectation value for the stated spinors, whatever the exponent. Whether these spinors are good is a separate question. In a potential $U$, with the orbital energy $\varepsilon$ measured from the rest energy, the lower Dirac equation for a large component $L$ reads
\begin{equation}
c\,(\boldsymbol\sigma\cdot\mathbf p)L=(2c^2+\varepsilon-U)S .
\end{equation}
Restricted kinetic balance with a fixed large component keeps only $2c^2$ in the bracket. This requires $|\varepsilon-U|\ll2c^2$, which fails very close to a point nucleus.

The frequency-independent Breit interaction adds to $V$ the term
\begin{equation}
\frac12\left[\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}
-\frac{(\boldsymbol\alpha_1\cdot\mathbf r_{12})(\boldsymbol\alpha_2\cdot\mathbf r_{12})}{r_{12}^3}\right]
=\frac12\,\alpha_{1k}\alpha_{2l}\,\partial_k\partial_l\,r_{12},
\end{equation}
with derivatives taken with respect to $\mathbf r_{12}$. In its matrix elements the derivatives can be moved by parts onto the currents, where they form $\nabla\cdot\mathbf j_{ij}$. By \eqref{current} each current is a curl, so this is zero. For this determinant the Gaunt and Breit energies coincide.

\subsection{Numbers for helium}

The nonrelativistic energy of $g(1)g(2)$ has three parts. The kinetic energy is $2\cdot\langle p^2\rangle/2=3a$. For the nuclear attraction,
\begin{equation}
\left\langle\frac1r\right\rangle
=\left(\frac{2a}\pi\right)^{3/2}4\pi\int_0^\infty r\,e^{-2ar^2}dr
=\left(\frac{2a}\pi\right)^{3/2}\frac{\pi}{a}
=2\sqrt{\frac{2a}\pi},
\end{equation}
and two electrons in the field of charge 2 contribute $-4\langle1/r\rangle=-8\sqrt2\sqrt{a/\pi}$. For the repulsion, the variances of the two positions add, so $\mathbf r_{12}$ has the distribution $(a/\pi)^{3/2}e^{-ar_{12}^2}$. Replacing $2a$ by $a$ in the last integral gives $\langle1/r_{12}\rangle=2\sqrt{a/\pi}$. The same distribution at $\mathbf r_{12}=0$ confirms \eqref{contact}. Altogether,
\begin{equation}
E(a)=3a-(8\sqrt2-2)\sqrt{\frac a\pi} .
\end{equation}
Setting $dE/da=3-(8\sqrt2-2)/(2\sqrt{\pi a})$ to zero gives
\begin{equation}
\sqrt a=\frac{8\sqrt2-2}{6\sqrt\pi},\qquad a=0.766996\ \text{bohr}^{-2}.
\end{equation}
At this point $(8\sqrt2-2)/\sqrt\pi=6\sqrt a$, hence $E=3a-6a=-3a=-2.3010$ hartree.

The coalescence density and norm follow:
\begin{align}
I&=(0.766996/\pi)^{3/2}=0.120633\ \text{bohr}^{-3},\\
N&=1+0.75\times4.084\times10^{-5}=1.0000306 .
\end{align}
With $\alpha=0.007297353$,
\begin{align}
2\pi\alpha^2I&=2\pi(0.007297353)^2(0.120633)\notag\\
&=40.362\ \mu\text{hartree},\\
E_G&=\frac{40.362}{(1.0000306)^2}=40.360\ \mu\text{hartree}.
\end{align}
The direct part is $13.453$ and the exchange part $26.907\ \mu$hartree, in the ratio $1:2$ of \eqref{parts}. The extra digits serve to show the effect of the norm; as an estimate for this model, $E_G\approx40.4\ \mu$hartree, or $8.86\ \text{cm}^{-1}$.

The derivation up to \eqref{parts} used only that $g$ is real and spherical, and spherical symmetry fixes only the $1:2$ split. For a general real $g$ the direct part carries $\operatorname{tr}K-K_{zz}$ and the exchange part $2\operatorname{tr}K-K_{xx}-K_{yy}$ in place of $2K$ and $4K$; their sum is $2\operatorname{tr}K=8\pi I$ in every case. For such an orbital, $E_G=2\pi\alpha^2\int g^4d^3r/N^2$ with $N=1+\langle p^2\rangle/(4c^2)$. A nonrelativistic Hartree--Fock orbital expanded in ten $s$ Gaussians has energy $-2.8616$ hartree and coalescence density $0.1906$ bohr$^{-3}$. The basis-set limit of the energy lies $6\times10^{-5}$ hartree lower, at $-2.8617$ hartree; the coalescence density does not change in the digits shown. With kinetically balanced small components it gives $E_G=63.8\ \mu$hartree, or $14.0\ \text{cm}^{-1}$. The single Gaussian reaches 63\% of this value.

The position of the coalescence point shows where the deficit arises. Contributions to $\int g^4d^3r$, in bohr$^{-3}$, are:
\begin{center}
\begin{tabular}{lcc}
 & one Gaussian & Hartree--Fock\\
$r<0.5$ bohr & 0.0393 & 0.1313\\
$r>0.5$ bohr & 0.0814 & 0.0593
\end{tabular}
\end{center}
The contribution of the single Gaussian is too small inside $0.5$ bohr and too large outside, so the net shortfall comes from the inner region. The deviation of the one-Gaussian value from the Hartree--Fock value thus comes from the shape of the orbital, and it is far larger than the relative correction of $6\times10^{-5}$ from the norm. The Hartree--Fock reference itself leaves out the relativistic change of the orbital and electron correlation. Correlation keeps the electrons apart: a Hylleraas wave function gives a coalescence density of about $0.11$ bohr$^{-3}$ and a contact term $2\pi\alpha^2\langle\delta(\mathbf r_{12})\rangle$ of about $36\ \mu$hartree. Hartree--Fock therefore overestimates the coalescence density by a factor of about 1.8, and the single Gaussian lies closer to the correlated density only through a cancellation of errors. The formula for $E_G$ derived here holds for a determinant of one doubly occupied real orbital, not for a correlated state. The numerical check compares the norm, the direct and exchange parts and both coalescence densities with explicit four-component integrals for the three single Gaussians. For the Hartree--Fock orbital it checks $E_GN^2=2\pi\alpha^2\int g^4d^3r$, with $N$ computed from the spinor.

\section*{Numbers as computed}
\begin{verbatim}
fine-structure constant alpha = 0.007297353
speed of light c = 137.035999 a.u.
best single exponent a = 0.766996 bohr^-2
one-Gaussian energy = -2.300987 hartree
--- exponent a = 0.766996 bohr^-2
a alpha^2 = 4.084356e-05
spinor norm N = 1.000030633
coalescence density, nonrel. = 0.120633 bohr^-3
coalescence density, 4-comp. = 0.120629 bohr^-3
direct part = 13.453250 microhartree
exchange part = 26.906500 microhartree
E_G from definition = 40.359751 microhartree
E_G from formula = 40.359751 microhartree
2 pi alpha^2 <delta>, nonrel. = 40.362223 microhartree
E_G / (2 pi alpha^2 <delta>), nonrel. = 0.99993874
same ratio with 4-comp. density = 0.99996937
--- exponent a = 50 bohr^-2
a alpha^2 = 2.662568e-03
spinor norm N = 1.001996926
coalescence density, nonrel. = 63.493636 bohr^-3
coalescence density, 4-comp. = 63.367202 bohr^-3
direct part = 7053.208001 microhartree
exchange part = 14106.416001 microhartree
E_G from definition = 21159.624002 microhartree
E_G from formula = 21159.624002 microhartree
2 pi alpha^2 <delta>, nonrel. = 21244.216778 microhartree
E_G / (2 pi alpha^2 <delta>), nonrel. = 0.99601808
same ratio with 4-comp. density = 0.99800540
--- exponent a = 2000 bohr^-2
a alpha^2 = 1.065027e-01
spinor norm N = 1.079877032
coalescence density, nonrel. = 16062.760518 bohr^-3
coalescence density, 4-comp. = 14911.238829 bohr^-3
direct part = 1536246.294786 microhartree
exchange part = 3072492.589572 microhartree
E_G from definition = 4608738.884358 microhartree
E_G from formula = 4608738.884358 microhartree
2 pi alpha^2 <delta>, nonrel. = 5374408.969944 microhartree
E_G / (2 pi alpha^2 <delta>), nonrel. = 0.85753409
same ratio with 4-comp. density = 0.92375723
--- Hartree-Fock orbital, ten s Gaussians
exponents from 0.1 to 1968.3 bohr^-2, ratio 3.0
Hartree-Fock energy = -2.861619 hartree
spinor norm N = 1.000038096
coalescence density = 0.190594 bohr^-3
E_G from definition = 63.7657 microhartree
one-Gaussian E_G / this E_G = 0.6329
inside r = 0.5 bohr: one Gaussian 0.039272, HF 0.131322 bohr^-3
outside: one Gaussian 0.081360, HF 0.059272 bohr^-3
one-Gaussian E_G = 8.8579 cm^-1
Hartree-Fock-orbital E_G = 13.9950 cm^-1
\end{verbatim}
